**Gap closings and Z2 index of a hard-wall film in the four-band model**

For a film of thickness $L$ with inversion parameter $M$, quadratic coefficient $B$ and linear coefficient $A$ along the film normal, the zone-centre gap closes at $L_n=n\pi/q$, where $q^2=M/B-A^2/4B^2>0$. The program diagonalizes the film in a polynomial basis and asserts the first four closing thicknesses, the alternating slopes of the signed gap, and the thick-film law at two thicknesses. It asserts that the gap stays positive on a grid of thicknesses at $A^2=4MB$ and for one larger $A$. The dispersion identity is asserted at one nonzero in-plane momentum. The index $\lfloor qL/\pi\rfloor \bmod 2$ is compared with occupied parities and, separately, with the Chern number of one mirror sector. For the example, the output shows closings every 2.22 nm and largest gaps of 76.8, 8.3 and 0.90 meV in the first three intervals between closings. Further output gives the effects of particle-hole asymmetry and of a potential drop. A nearest-layer version with 1 nm spacing has an index that alternates with every layer, so the continuum thickness sequence does not carry over to it.

## Numerical verification

```python
# Thin film (0<z<L, hard walls) of the particle-hole-symmetric four-band model
#   H = (M - B kz^2 - Bp kp^2) tz + A kz tx sz + Ap tx (kx sx + ky sy)
# tz, tx: orbital Pauli matrices; sx, sy, sz: spin; kp: in-plane momentum.
# Result under test: with kappa = A/2B and q^2 = M/B - kappa^2 > 0, the
# zone-centre gap closes exactly at L_n = n pi/q and changes sign there, and
# the two-dimensional Z2 index is floor(q L/pi) mod 2.
# For A^2 >= 4MB the gap never closes.
# Signed gap = E_odd - E_even of the thin-film band-edge parity partners.
# Energies in eV, lengths in nm.
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import k as k_boltzmann, e as e_charge

M, A, B, Ap, Bp = 0.3, 0.2, 0.1, 0.4, 0.5
kappa = A / (2 * B)
q = np.sqrt(M / B - kappa**2)
I2 = np.eye(2)
PX = np.array([[0, 1], [1, 0]], complex)
PY = np.array([[0, -1j], [1j, 0]])
PZ = np.diag([1.0, -1.0]).astype(complex)


def make_basis(n):
    """Orthonormal polynomials on [-1,1] that vanish at both ends."""
    x, w = leg.leggauss(n + 6)
    f, df = np.zeros((n, x.size)), np.zeros((n, x.size))
    for j in range(n):
        c = np.zeros(n + 2)
        c[j], c[j + 2 if j + 2 < n + 2 else j] = 1.0, -1.0
        f[j], df[j] = leg.legval(x, c), leg.legval(x, leg.legder(c))
    t = np.linalg.inv(np.linalg.cholesky((f * w) @ f.T))
    f, df = t @ f, t @ df
    return dict(par=(-1.0) ** np.arange(n), kin=(df * w) @ df.T,
                der=(f * w) @ df.T, pos=(f * w * x) @ f.T, n=n)


FINE, SMALL = make_basis(32), make_basis(14)


def centre_hamiltonian(L, m=M, a=A, d=0.0, bs=FINE):
    """Spin-up film Hamiltonian at zero in-plane momentum, and its parity."""
    kin, mom = bs['kin'] * (2 / L)**2, -1j * bs['der'] * (2 / L)
    one = np.eye(bs['n'])
    h = (np.kron(PZ, m * one - B * kin) + d * np.kron(I2, kin)
         + a * np.kron(PX, mom))
    return h, np.kron([1.0, -1.0], bs['par'])


def signed_gap(L, a=A, d=0.0):
    h, par = centre_hamiltonian(L, a=a, d=d)
    ev, od = np.where(par > 0)[0], np.where(par < 0)[0]
    half = FINE['n'] // 2
    return (np.linalg.eigvalsh(h[np.ix_(od, od)])[half]
            - np.linalg.eigvalsh(h[np.ix_(ev, ev)])[half - 1])


def even_occupied(h, parity_matrix):
    occ = np.linalg.eigh(h)[1][:, :len(h) // 2]
    tr = np.sum(occ.conj() * (parity_matrix @ occ)).real
    return int(round((len(h) // 2 + tr) / 2))


def parity_index(L):
    """Occupied even levels at the centre against a negative-mass momentum."""
    h, par = centre_hamiltonian(L)
    h_ref, _ = centre_hamiltonian(L, m=-M)
    return (even_occupied(h, np.diag(par))
            - even_occupied(h_ref, np.diag(par))) % 2


def film_hamiltonian(L, kx, ky, drop=0.0, d=0.0, dp=0.0):
    bs, k2 = SMALL, kx**2 + ky**2
    kin, mom = bs['kin'] * (2 / L)**2, -1j * bs['der'] * (2 / L)
    one = np.eye(bs['n'])
    scalar = d * kin + dp * k2 * one + drop * bs['pos'] / 2
    return (np.kron(np.kron(PZ, I2), (M - Bp * k2) * one - B * kin)
            + A * np.kron(np.kron(PX, PZ), mom)
            + Ap * np.kron(np.kron(PX, kx * PX + ky * PY), one)
            + np.kron(np.eye(4), scalar))


def mirror_chern(L, points=60, cluster=9.0):
    """Chern number of one mirror block; in-plane lattice spacing 1 nm.
    The mesh is refined near zero momentum, where the gap is small."""
    bs = SMALL
    kin, mom = bs['kin'] * (2 / L)**2, -1j * bs['der'] * (2 / L)
    one = np.eye(bs['n'])
    mirror = np.kron(np.kron([1.0, -1.0], [1.0, -1.0]), bs['par'])
    pick = np.ix_(np.where(mirror > 0)[0], np.where(mirror > 0)[0])
    h0 = (np.kron(np.kron(PZ, I2), -B * kin)
          + A * np.kron(np.kron(PX, PZ), mom))[pick]
    hm = np.kron(np.kron(PZ, I2), one)[pick]
    hx = np.kron(np.kron(PX, PX), one)[pick]
    hy = np.kron(np.kron(PX, PY), one)[pick]
    t = -1 + 2 * np.arange(points) / points
    k = np.pi * np.sinh(cluster * t) / np.sinh(cluster)
    kx, ky = [g[..., None, None] for g in np.meshgrid(k, k, indexing='ij')]
    mass = M - 2 * Bp * (2 - np.cos(kx) - np.cos(ky))
    h = h0 + mass * hm + Ap * (np.sin(kx) * hx + np.sin(ky) * hy)
    v = np.linalg.eigh(h)[1][..., :bs['n']]
    vh = v.conj().swapaxes(-1, -2)
    ux = np.linalg.det(vh @ np.roll(v, -1, 0))
    uy = np.linalg.det(vh @ np.roll(v, -1, 1))
    flux = np.angle(ux * np.roll(uy, -1, 0)
                    * np.roll(ux, -1, 1).conj() * uy.conj())
    return int(round(flux.sum() / (2 * np.pi)))


def layered_film(n_layers, spacing, m=M):
    """Nearest-layer version: kz^2 -> 2(1-cos)/a^2, kz -> sin/a."""
    s = np.eye(n_layers, k=1)
    b, a = B / spacing**2, A / (2 * spacing)
    h = (np.kron(PZ, (m - 2 * b) * np.eye(n_layers) + b * (s + s.T))
         + np.kron(PX, -1j * a * (s - s.T)))
    return h, np.kron(PZ, np.fliplr(np.eye(n_layers)))


print(f"M = {M} eV, A = {A} eV nm, B = {B} eV nm^2")
print(f"A_par = {Ap} eV nm, B_par = {Bp} eV nm^2")
print(f"A^2 = {A*A:.3f}, 4MB = {4*M*B:.3f} eV^2 nm^2")
print(f"kappa = {kappa:.4f} 1/nm, q = {q:.4f} 1/nm, pi/q = {np.pi/q:.4f} nm")

# Closings and slopes: diagonalization against the closed forms
for n in range(1, 5):
    Ln = n * np.pi / q
    root = brentq(signed_gap, Ln - 0.4, Ln + 0.4, xtol=1e-12)
    step = 1e-3
    slope = (signed_gap(Ln + step) - signed_gap(Ln - step)) / (2 * step)
    formula = (-1)**n * 2 * A * M / (B * np.sinh(kappa * Ln))
    assert abs(root - Ln) < 1e-6
    assert abs(slope / formula - 1) < 1e-4   # finite-difference error
    print(f"closing {n}: L numeric {root:.5f}, formula {Ln:.5f} nm; "
          f"slope {1e3*slope:.3f}, formula {1e3*formula:.3f} meV/nm")

# The parity-partner gap is the whole zone-centre gap throughout the scan
for L in np.linspace(0.8, 9.0, 42):
    levels = np.linalg.eigvalsh(centre_hamiltonian(L)[0])
    assert abs(2 * np.min(np.abs(levels)) - abs(signed_gap(L))) < 1e-8

# Thick-film law, whose corrections fall off exponentially
prefactor = 4 * A * M / (B * q)
print(f"thick-film prefactor 4AM/(Bq) = {prefactor:.4f} eV")
for n, tol in ((1, None), (2, 1e-2), (3, 1e-3)):
    L = (n + 0.5) * np.pi / q
    exact = signed_gap(L)
    approx = prefactor * np.exp(-kappa * L) * np.sin(q * L)
    if tol is not None:
        assert abs(approx / exact - 1) < tol
    print(f"L = {L:.4f} nm: signed gap {1e3*exact:.4f}, "
          f"thick-film law {1e3*approx:.4f} meV")

# No closing at or beyond the threshold
for a in (np.sqrt(4 * M * B), 0.4):
    gaps = [signed_gap(L, a=a) for L in np.linspace(0.8, 8.0, 37)]
    assert min(gaps) > 1e-7
    print(f"A = {a:.4f} eV nm: smallest signed gap, 0.8 to 8 nm, "
          f"{1e3*min(gaps):.5f} meV")

# Dispersion identity at nonzero in-plane momentum
kx, ky, L = 0.3, 0.4, 3.0
k2 = kx**2 + ky**2
full = np.sort(np.abs(np.linalg.eigvalsh(film_hamiltonian(L, kx, ky))))
eps = np.linalg.eigvalsh(centre_hamiltonian(L, m=M - Bp * k2, bs=SMALL)[0])
pred = np.sort(np.repeat(np.sqrt(eps**2 + Ap**2 * k2), 2))
assert np.allclose(full, pred, rtol=1e-9, atol=1e-9)
print(f"L = 3 nm, k_par = {np.sqrt(k2):.2f} 1/nm: lowest |E| {full[0]:.5f}, "
      f"identity {pred[0]:.5f}, bound A_par k {Ap*np.sqrt(k2):.5f} eV")

# Index: parities and mirror Chern number against the counting formula
for L in (1.5, 2.9, 5.1, 7.3):
    count = int(np.floor(q * L / np.pi)) % 2
    chern = mirror_chern(L)
    assert parity_index(L) == count and abs(chern) % 2 == count
    print(f"L = {L} nm: parity index {parity_index(L)}, "
          f"mirror Chern number {chern}, formula {count}")

# Largest gap in each window, against the thermal energy
kT = k_boltzmann * 300 / e_charge
print(f"thermal energy at 300 K = {1e3*kT:.2f} meV")
for n in (1, 2, 3):
    best = minimize_scalar(lambda x: -abs(signed_gap(x)), method='bounded',
                           bounds=(n * np.pi / q, (n + 1) * np.pi / q))
    print(f"window {n}: index {parity_index(best.x)}, largest gap "
          f"{-1e3*best.fun:.3f} meV at L = {best.x:.3f} nm, "
          f"gap/k_B = {-best.fun*e_charge/k_boltzmann:.1f} K")

# Discrete layers: continuum film against the nearest-layer version
spacing = 1.0
print(f"layer spacing = {spacing} nm, q*spacing = {q*spacing:.3f}")
for n in range(1, 9):
    L = n * spacing
    h, par = layered_film(n, spacing)
    h_ref, _ = layered_film(n, spacing, m=-M)
    nu = (even_occupied(h, par) - even_occupied(h_ref, par)) % 2
    gap = 2 * np.min(np.abs(np.linalg.eigvalsh(h)))
    assert parity_index(L) == int(np.floor(q * L / np.pi)) % 2
    assert nu == n % 2
    print(f"{n} layers: continuum signed gap {1e3*signed_gap(L):.3f} meV, "
          f"index {parity_index(L)}; layered gap {1e3*gap:.3f} meV, index {nu}")

# Particle-hole asymmetry D kz^2: exact shift of the closings
D, Dp = 0.02, 0.2
qD = np.sqrt(M / B - A**2 / (4 * (B**2 - D**2)))
print(f"asymmetry D = {D}, D_par = {Dp} eV nm^2")
for n in (1, 2, 3):
    Ln = n * np.pi / qD
    root = brentq(lambda x: signed_gap(x, d=D), Ln - 0.4, Ln + 0.4, xtol=1e-12)
    assert abs(root - Ln) < 1e-6
    print(f"closing {n} with D: numeric {root:.5f}, formula {Ln:.5f} nm, "
          f"shift {root - n*np.pi/q:.5f} nm")

# Band overlap caused by the asymmetry, and a potential drop, at L = 3 nm
occ = 2 * SMALL['n']
bands = np.array([np.linalg.eigvalsh(film_hamiltonian(3.0, k, 0, d=D, dp=Dp))
                  for k in np.linspace(0, 3, 151)])
indirect = bands[:, occ].min() - bands[:, occ - 1].max()
assert indirect > 0
print(f"L = 3 nm with D and D_par: overall band gap {1e3*indirect:.3f} meV")
for drop in (0.0, 0.025, 0.05, 0.075, 0.1):
    direct = []
    for k in np.linspace(0, 0.6, 121):
        ev = np.linalg.eigvalsh(film_hamiltonian(3.0, k, 0, drop=drop))
        direct.append(ev[occ] - ev[occ - 1])
    assert min(direct) > 0.03
    if drop in (0.0, 0.05, 0.1):
        print(f"L = 3 nm, potential drop {1e3*drop:.0f} meV: smallest direct "
              f"gap {1e3*min(direct):.3f} meV")

print("checks complete")
```

Running it gives:

```
M = 0.3 eV, A = 0.2 eV nm, B = 0.1 eV nm^2
A_par = 0.4 eV nm, B_par = 0.5 eV nm^2
A^2 = 0.040, 4MB = 0.120 eV^2 nm^2
kappa = 1.0000 1/nm, q = 1.4142 1/nm, pi/q = 2.2214 nm
closing 1: L numeric 2.22144, formula 2.22144 nm; slope -263.384, formula -263.384 meV/nm
closing 2: L numeric 4.44288, formula 4.44288 nm; slope 28.233, formula 28.233 meV/nm
closing 3: L numeric 6.66432, formula 6.66432 nm; slope -3.061, formula -3.061 meV/nm
closing 4: L numeric 8.88577, formula 8.88577 nm; slope 0.332, formula 0.332 meV/nm
thick-film prefactor 4AM/(Bq) = 1.6971 eV
L = 3.3322 nm: signed gap -61.2056, thick-film law -60.6117 meV
L = 5.5536 nm: signed gap 6.5749, thick-film law 6.5735 meV
L = 7.7750 nm: signed gap -0.7129, thick-film law -0.7129 meV
A = 0.3464 eV nm: smallest signed gap, 0.8 to 8 nm, 0.03192 meV
A = 0.4000 eV nm: smallest signed gap, 0.8 to 8 nm, 0.80512 meV
L = 3 nm, k_par = 0.50 1/nm: lowest |E| 0.20114, identity 0.20114, bound A_par k 0.20000 eV
L = 1.5 nm: parity index 0, mirror Chern number 0, formula 0
L = 2.9 nm: parity index 1, mirror Chern number -1, formula 1
L = 5.1 nm: parity index 0, mirror Chern number 0, formula 0
L = 7.3 nm: parity index 1, mirror Chern number -1, formula 1
thermal energy at 300 K = 25.85 meV
window 1: index 1, largest gap 76.849 meV at L = 2.905 nm, gap/k_B = 891.8 K
window 2: index 0, largest gap 8.295 meV at L = 5.119 nm, gap/k_B = 96.3 K
window 3: index 1, largest gap 0.900 meV at L = 7.340 nm, gap/k_B = 10.4 K
layer spacing = 1.0 nm, q*spacing = 1.414
1 layers: continuum signed gap 1507.778 meV, index 0; layered gap 200.000 meV, index 1
2 layers: continuum signed gap 74.280 meV, index 0; layered gap 82.843 meV, index 0
3 layers: continuum signed gap -75.871 meV, index 1; layered gap 38.787 meV, index 1
4 layers: continuum signed gap -18.269 meV, index 1; layered gap 18.958 meV, index 0
5 layers: continuum signed gap 8.106 meV, index 0; layered gap 9.407 meV, index 1
6 layers: continuum signed gap 3.396 meV, index 0; layered gap 4.692 meV, index 0
7 layers: continuum signed gap -0.707 meV, index 1; layered gap 2.344 meV, index 1
8 layers: continuum signed gap -0.541 meV, index 1; layered gap 1.172 meV, index 0
asymmetry D = 0.02, D_par = 0.2 eV nm^2
closing 1 with D: numeric 2.24495, formula 2.24495 nm, shift 0.02351 nm
closing 2 with D: numeric 4.48990, formula 4.48990 nm, shift 0.04702 nm
closing 3 with D: numeric 6.73485, formula 6.73485 nm, shift 0.07052 nm
L = 3 nm with D and D_par: overall band gap 68.819 meV
L = 3 nm, potential drop 0 meV: smallest direct gap 75.871 meV
L = 3 nm, potential drop 50 meV: smallest direct gap 75.716 meV
L = 3 nm, potential drop 100 meV: smallest direct gap 75.252 meV
checks complete
```
